\section*{Why a ferroelectric transition need not soften a phonon to zero}

\section*{The argument from the dielectric constant}

Q: At a ferroelectric transition the static dielectric constant diverges. The Lyddane--Sachs--Teller relation ties it to $1/\omega_{\rm TO}^2$, so a transverse optical phonon must reach zero frequency at $T_c$. If it does not, what makes the crystal polarize?

A: Your argument rests on at least two assumptions. One is that the paraelectric state becomes unstable at $T_c$; the other is that optical phonons are the only source of the static response. Each can fail separately. Let us keep the phonon and drop the first assumption.

Take uniform polarization $P$ along one axis, zero macroscopic field, and the mean-field free energy density
\begin{equation}
f=\tfrac12\alpha P^2-\tfrac14 bP^4+\tfrac16 cP^6,\qquad
\alpha=\frac{T-T_0}{\varepsilon_0 C},
\end{equation}
with $b,c>0$ and Curie constant $C$. The state $P=0$ is locally stable while $\alpha>0$, that is, above $T_0$.

Q: Then the transition is at $T_0$, where the curvature vanishes.

A: It comes earlier on cooling, when a polar minimum becomes as deep as the one at $P=0$. Setting $f=0$ and $f'=0$ at $P=P_c\neq0$, and dividing out powers of $P_c$, gives
\begin{align}
\alpha-\tfrac12 bP_c^2+\tfrac13 cP_c^4&=0,\\
\alpha-bP_c^2+cP_c^4&=0.
\end{align}
Subtracting the second from the first leaves $\tfrac12bP_c^2=\tfrac23cP_c^4$. Hence
\begin{equation}
P_c^2=\frac{3b}{4c},\qquad
\alpha_c=bP_c^2-cP_c^4=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}>0 .
\end{equation}
The paraelectric state still has positive curvature when it loses the competition. If the quartic term were $+\tfrac14bP^4$, every term would be positive for $\alpha>0$. Then $P=0$ would remain the minimum down to $T_0$, and the transition would be continuous, as you assumed.

\section*{What the phonon does at a first-order jump}

Q: How does that curvature become a frequency?

A: Give the polarization inertia $1/(\varepsilon_0\Omega^2)$, where $\Omega$ measures the mode strength. Without damping,
\begin{equation}
\ddot P=-\varepsilon_0\Omega^2 f'(P),\qquad
\omega_0^2=\varepsilon_0\Omega^2f'' ,
\end{equation}
where the second relation describes small motion about a minimum. At $P=0$, $f''=\alpha$, so
\begin{equation}
\omega_0(T_c^+)=\Omega\sqrt{\frac{T_c-T_0}{C}} .
\end{equation}
For the polar side, the results above give $b=4\alpha_c/P_c^2$ and $c=3\alpha_c/P_c^4$. Therefore
\begin{equation}
f''(P_c)=\alpha_c-3bP_c^2+5cP_c^4=(1-12+15)\alpha_c=4\alpha_c .
\end{equation}
In this model the frequency doubles at the jump.

Rough values for barium titanate are $T_0=383$~K, $T_c=393$~K, $C=1.5\times10^5$~K, $P_c=18~\mu{\rm C/cm^2}$ and $\Omega=1700$~cm$^{-1}$. All frequencies and rates quoted in cm$^{-1}$ are angular values divided by $2\pi c_{\rm light}$. The paraelectric value is
\begin{equation}
1700\sqrt{10/(1.5\times10^5)}\simeq13.9~{\rm cm^{-1}}\quad(0.42~{\rm THz}),
\end{equation}
and the polar value is 27.8~cm$^{-1}$. The static susceptibility at $T_c$ is large but finite: $C/(T_c-T_0)=15000$.

Q: Could I see zero by supercooling?

A: Within this undamped model, yes, if the metastable paraelectric state survived to $T_0$. On heating, the polar state has its own limit. The equation $\alpha-bP^2+cP^4=0$ has real $P^2$ only for $\alpha\le b^2/(4c)=\tfrac43\alpha_c$. Since $\alpha$ is linear in $T$, the limit is $T_0+\tfrac43(T_c-T_0)=396.3$~K.

The jump also carries latent heat. At a minimum $f'=0$, so the entropy density follows from the explicit temperature dependence alone: $-\partial f/\partial T=-P^2/(2\varepsilon_0C)$. The heat absorbed on passing from polar to paraelectric is
\begin{equation}
L=\frac{T_cP_c^2}{2\varepsilon_0C}\simeq4.8~{\rm J/cm^3}.
\end{equation}

Q: Is the factor of two what a spectrometer should find?

A: No. The coefficients above let the strain adjust to $P$, but the shape of a large crystal cannot follow a uniform optical vibration. Let the relaxed strain be $q_iP^2$, and write $K=\sum_{ij}q_iC_{ij}q_j$ with elastic constants $C_{ij}$. Freezing the strain at $q_iP_c^2$ adds
\begin{equation}
\tfrac12K(P^2-P_c^2)^2\simeq\tfrac12(4KP_c^2)(P-P_c)^2 .
\end{equation}
The polar curvature becomes $4\alpha_c+4KP_c^2$. About $P=0$, with zero frozen strain, the added energy is $\tfrac12KP^4$, which has no curvature there.

For the three normal strains, with the first along $P$,
\begin{equation}
K=C_{11}(q_{11}^2+2q_{12}^2)+2C_{12}(2q_{11}q_{12}+q_{12}^2).
\end{equation}
Rough inputs are $C_{11}=180$~GPa, $C_{12}=95$~GPa, $q_{11}=0.110$ and $q_{12}=-0.045~{\rm m^4/C^2}$. With $\alpha_c=7.53\times10^6~{\rm J\,m/C^2}$,
\begin{equation}
\omega_{\rm frozen}=13.9\sqrt{4+\frac{4KP_c^2}{\alpha_c}}\simeq74~{\rm cm^{-1}} .
\end{equation}
The frequency ratio is then 5.3, not 2.

\section*{A vanished oscillation is not an instability}

Q: Suppose I did see an oscillation disappear. Would that locate the transition?

A: Not by itself. Add a damping term $\gamma\dot P$ to the left side of the equation of motion. For motion proportional to $e^{\lambda t}$,
\begin{equation}
\lambda^2+\gamma\lambda+\omega_0^2=0,\qquad
\lambda=-\frac\gamma2\pm\sqrt{\frac{\gamma^2}{4}-\omega_0^2}.
\end{equation}
Oscillation ends at $\omega_0=\gamma/2$, although both roots still describe decay. Putting $\omega_0^2=\Omega^2(T-T_0)/C$ gives the temperature
\begin{equation}
T=T_0+\frac{C\gamma^2}{4\Omega^2}.
\end{equation}
For a rough, constant $\gamma=100$~cm$^{-1}$ this is 513~K, far above $T_c$. That temperature refers to the roots, not to a spectral feature. With $\chi\propto1/(\omega_0^2-\omega^2-i\gamma\omega)$, the finite-frequency peak of $\chi''/\omega$ is already lost at $\omega_0=\gamma/\sqrt2$, or 643~K, while $\chi''$ itself keeps a maximum down to $T_c$. At $T_c$ the slower decay rate is $50-\sqrt{50^2-13.9^2}\simeq2.0$~cm$^{-1}$, still positive. On the polar side, with frozen strain and the same damping, the mode oscillates again at $\sqrt{73.8^2-50^2}\simeq54$~cm$^{-1}$.

Q: How much of this belongs to real barium titanate?

A: The inputs are rough typical values, and the model has one polarization component and one mode. In the real crystal, hopping of off-centre titanium ions also contributes to the response, so the frequencies found here, on both sides of the jump, measure model stiffnesses and do not predict spectral peaks. Strain and damping matter strongly, as the numbers show.

Uniform polarization is another limitation. With $x=P^2/P_c^2$, the free energy at $T_c$ is $f=\tfrac12\alpha_cP_c^2x(1-x)^2$. Its maximum between the two minima is at $x=1/3$, so the barrier is $2\alpha_cP_c^2/27$. In a cell of edge 0.40~nm this is $7.2~\mu$eV, against $kT_c=33.9$~meV. About 4700 cells, a cube of edge 6.7~nm, are needed for the barrier to equal $kT_c$. The smooth uniform barrier therefore does not describe the motion of a single cell. These figures also let the strain relax. With the strain held at zero, the quartic coefficient $-b/4+K/2$ is positive and there is no polar well at $T_c$, so 6.7~nm is not the size of a nucleus.

\section*{A continuous transition with a hard phonon}

Q: Very well, first-order transitions escape. At a continuous transition the susceptibility really does diverge. Surely the phonon must then go to zero?

A: Something must become infinitely slow, but it can be a relaxation. Suppose each of $N$ cells contains an ion group with two orientations, $s_i=\pm1$. Couple them to a uniform phonon coordinate $u$ of mass $M$ per cell and hard frequency $\omega_h$. The potential energy is
\begin{equation}
U=\tfrac12NM\omega_h^2u^2-\kappa u\sum_i s_i .
\end{equation}
Define $y=\kappa u/(kT)$ and $kT_c=\kappa^2/(M\omega_h^2)$. Summing over both orientations in each cell gives a factor $(2\cosh y)^N$, so the free energy per cell, divided by $kT$, is
\begin{equation}
\phi(y)=\frac{T}{2T_c}y^2-\ln(2\cosh y).
\end{equation}
Its stationary points satisfy $(T/T_c)y=\tanh y=s$, where $s$ is the mean orientation. For $T\ge T_c$, only $y=0$ works, because $\tanh y<y$ when $y>0$. Just below $T_c$, $\tanh y\simeq y-y^3/3$ gives $y^2\simeq3(1-T/T_c)$, and to leading order $s^2$ is the same. Order grows continuously from zero.

Q: And the phonon?

A: Let a group leave the state $\pm1$ at rate $(1\mp\tanh y)/(2\tau)$. The ratio of the two rates is $e^{-2y}$, as the energy difference $2\kappa u$ requires. With populations $(1\pm s)/2$, each hop changing $s_i$ by 2, the average obeys $\tau\dot s=\tanh y-s$. Near $s=u=0$,
\begin{align}
\ddot u+\gamma\dot u+\omega_h^2u&=\frac{\kappa}{M}s,\\
\tau\dot s+s&=\frac{\kappa u}{kT}.
\end{align}
Here $\gamma$ is the damping of this phonon. For $e^{\lambda t}$, the second line gives $s=\kappa u/[kT(1+\tau\lambda)]$. Inserting it in the first and using $\kappa^2/(MkT)=\omega_h^2T_c/T$,
\begin{equation}
(\lambda^2+\gamma\lambda+\omega_h^2)(1+\tau\lambda)-\omega_h^2\frac{T_c}{T}=0 .
\end{equation}
At $T=T_c$ the constant terms cancel. Dividing the rest by $\tau\lambda$ removes the root $\lambda=0$ and leaves
\begin{equation}
\lambda^2+\left(\gamma+\frac1\tau\right)\lambda+\omega_h^2+\frac\gamma\tau=0 .
\end{equation}
The other two roots therefore oscillate at
\begin{equation}
\omega_{\rm osc}^2=\omega_h^2+\frac\gamma\tau-\frac14\left(\gamma+\frac1\tau\right)^2
=\omega_h^2-\frac14\left(\gamma-\frac1\tau\right)^2 .
\end{equation}
One pole reaches zero; for slow hopping, $1/\tau\ll\omega_h$, it is the relaxation and not the phonon.

Q: Put numbers on that.

A: Take round values in the rough regime of sodium nitrite, whose nitrite groups reorient: $T_c=435$~K, $\omega_h=200$~cm$^{-1}$, $\gamma=20$~cm$^{-1}$ and $\tau=3.0$~ps. In angular units $\omega_h\tau=113$, so $1/\tau$ corresponds to $200/113\simeq1.8$~cm$^{-1}$. At $T_c$,
\begin{equation}
\omega_{\rm osc}=\sqrt{200^2-(20-1.8)^2/4}\simeq199.8~{\rm cm^{-1}}\quad(5.99~{\rm THz}).
\end{equation}
Solving the cubic numerically at 440~K gives 199.8~cm$^{-1}$ again. For the slow root near $T_c$, keep the constant and linear terms:
\begin{equation}
-\lambda\simeq\frac{\omega_h^2(1-T_c/T)}{\omega_h^2\tau+\gamma}
\simeq\frac{1-T_c/T}{\tau},
\end{equation}
where the last step uses $\gamma\ll\omega_h^2\tau$. At 440~K the relaxation time is $t_r=3.0\times440/5\simeq264$~ps, which corresponds to a frequency $1/(2\pi t_r)\simeq0.60$~GHz. The time diverges at $T_c$.

Q: Then where did my dielectric argument fail?

A: In leaving out the relaxation. Let the electric dipole of this model be proportional to $u$. A static field then exerts a force $F$ per cell on $u$, and the dielectric response is proportional to $u/F$. Balance requires $M\omega_h^2u=F+\kappa s$ and $s=\kappa u/(kT)$, so
\begin{equation}
\chi(0)=\frac uF=\frac{1}{M\omega_h^2(1-T_c/T)} .
\end{equation}
At 440~K this is 88 times the response with the groups held fixed. The latter is the phonon's own share, a fraction $1-T_c/T=1.14\%$. The causal sum rule
\begin{equation}
\chi(0)=\frac2\pi\int_0^\infty\frac{\chi''(\omega)}{\omega}\,d\omega
\end{equation}
locates the rest. Numerical integration of the model spectrum puts 1.1\% of $\chi(0)$ above 50~cm$^{-1}$; the remainder lies below, mostly in the relaxation.

Q: Does a hopping variable always protect the phonon?

A: No; it must hop slowly enough. For $\gamma<2\omega_h$, the oscillating pair is absent at $T_c$ when $1/\tau>\gamma+2\omega_h$, here when $\tau<12.6$~fs. Protection fails slightly earlier. Once $(\gamma+1/\tau)^2>3(\omega_h^2+\gamma/\tau)$, here for $\tau<14.9$~fs, the pair turns overdamped in a window above $T_c$, and the root that reaches zero descends from it. Both times are shorter than $\hbar/(kT_c)=17.6$~fs, where classical hopping rates are no longer justified, so the numbers show the trend of the model and not a threshold for a real crystal. In the limit $\tau\to0$ the groups follow $u$ at once, and the cubic reduces to
\begin{equation}
\lambda^2+\gamma\lambda+\omega_h^2(1-T_c/T)=0 .
\end{equation}
That is your soft mode, with the damping caveat from before.

Real sodium nitrite also has direct interactions between its groups and a narrow incommensurate phase near the transition. The second is outside this uniform model, and I have not estimated its effect; the crystal passes from that phase to the ferroelectric one by a first-order jump, so its susceptibility and relaxation time grow large but stay finite, and the model borrows only its scales. For the first, let direct coupling supply half of a fixed $T_c$. At $T_c$ the condition becomes
\begin{equation}
(\lambda^2+\gamma\lambda+\omega_h^2)(\tfrac12+\tau\lambda)-\tfrac12\omega_h^2=0 .
\end{equation}
Multiplying by two gives the earlier equation with $\tau$ replaced by $2\tau$. The phonon frequency changes by only about 0.02~cm$^{-1}$.

Q: So what should I look for at a transition?

A: First ask whether the polarization jumps. If it does, the paraelectric stiffness can remain finite. If the transition is continuous and polarization is itself the order parameter, look for the slow response that carries the diverging susceptibility, at frequencies well below the phonons as well as among them. A phonon softening to zero is one possible answer, appropriate to an undamped displacive mode at a continuous transition when no strain couples linearly to $P$. If the paraelectric phase is piezoelectric, the susceptibility of the free crystal can diverge through a softening acoustic mode while the optical phonon stays finite.
